# Choosing nonnegative lamp-zone powers for a uniform wafer temperature

A least-squares fit of lamp powers to a target wafer temperature can ask a lamp to remove heat. In the example below the fit assigns −0.139 kW to the central lamp, out of a total near 59 kW. Setting that small number to zero and rescaling the other powers to restore the mean raises the rms nonuniformity from 0.29 K to 1.55 K. Keeping the powers nonnegative during the fit gives 0.30 K. These rms values are for a mesh of 150 cells; refinement raises them by up to about 0.01 K.

The setting treated here is the zone-power constraint of a thermal solver: free or nonnegative powers, and how strongly the mean temperature is enforced. The recommended choice is nonnegative powers with the area-mean temperature fixed. One nonnegative least-squares solve and a rescaling deliver it, and the weight given to the mean then has no effect on the answer.

## What the solver should minimise

Let $\theta=T-T_0$ be the deviation from the target $T_0$, and let $w_i$ be the area fraction of annular cell $i$, so that $\sum_i w_i=1$. With $\bar\theta=\sum_i w_i\theta_i$,

$$\sum_i w_i\theta_i^2=\sum_i w_i(\theta_i-\bar\theta)^2+\bar\theta^2 ,$$

because the cross term $2\bar\theta\sum_i w_i(\theta_i-\bar\theta)$ vanishes. A plain fit to the target therefore trades nonuniformity against mean offset. Imposing $\bar\theta=0$ makes the sum of squares equal to the variance $V$, whose square root is the rms nonuniformity.

## The wafer model

The wafer has radius $R$, thickness $h$, conductivity $k(T)$ and grey emissivity $e$, equal to its absorptivity. It is opaque, axisymmetric, steady, and uniform through its thickness. Its faces see cold absorbing walls, and its rim sees only a guard ring of fixed temperature, which is taken to shade the rim from all lamp light. Each lamp zone is a thin Lambertian ring of radius $a$ at height $H$, emitting power $p_j$ towards the wafer plane.

**Lamp load.** A Lambertian source of unit power has intensity $\cos\vartheta/\pi$. The receiving surface adds another factor $\cos\vartheta$, and $\cos\vartheta=H/d$ at distance $d$, so the irradiance is $H^2/(\pi d^4)$. Here $d^2=A-B\cos\varphi$, with $A=r^2+a^2+H^2$ and $B=2ra$. Differentiating

$$\frac1{2\pi}\int_0^{2\pi}\frac{d\varphi}{A-B\cos\varphi}=\frac1{\sqrt{A^2-B^2}}$$

with respect to $A$ and changing the sign gives the ring average of $1/d^4$, namely $A/(A^2-B^2)^{3/2}$.

Set $u=r^2$, $s=a^2+H^2$ and $D=(u+s)^2-4a^2u=A^2-B^2$. Since $2\pi r\,dr=\pi\,du$, the fraction of the power landing on a disc of radius $\rho$ is

$$F(\rho)=\int_0^{\rho^2}\frac{H^2(u+s)}{D^{3/2}}du=\frac12\left[1-\frac{s-\rho^2}{\sqrt{(s+\rho^2)^2-4a^2\rho^2}}\right].$$

To verify the integral, differentiate $-\tfrac12(s-u)D^{-1/2}$. The result is $\tfrac12D^{-3/2}[D+(s-u)(u+s-2a^2)]$. The bracket expands to $2(u+s)(s-a^2)=2(u+s)H^2$, which reproduces the integrand, and $F(0)=0$. The power absorbed by a cell per unit lamp power is

$$G_{ij}=e\,[F_j(r_{i+1/2})-F_j(r_{i-1/2})].$$

**Heat balance.** Neighbouring nodes exchange $k\,s_i(T_i-T_{i+1})$, with $s_i=2\pi r_{i+1/2}h/\delta_i$ and $\delta_i$ the distance between them. A node without volume sits on the rim, half a cell from the last centre. The radiating area $S_i$ is twice the cell area for a cell and $2\pi Rh$ for the rim node. For each node,

$$\text{net conduction out}+e\sigma S_i(T_i^4-T_{s,i}^4)=(Gp)_i ,$$

where $T_{s,i}$ is the temperature of the surroundings and the rim row of $G$ is zero.

**Linearisation.** Use $T^4=T_0^4+4T_0^3\theta+6T_0^2\theta^2+\dots$. In the conduction term $k=k_0+k'\theta+\dots$ multiplies a difference of $\theta$, so $k'$ enters at second order. To first order

$$K\theta=Gp-b,\qquad b_i=e\sigma S_i(T_0^4-T_{s,i}^4),$$

where $K$ is the conduction matrix with $k=k_0$, plus $\eta S_i$ on the diagonal, and $\eta=4e\sigma T_0^3$. Hence $\theta=Mp-c$, with $M=K^{-1}G$ and $c=K^{-1}b$.

The matrix is invertible, since $\theta^TK\theta=\sum_i k_0s_i(\theta_i-\theta_{i+1})^2+\sum_i\eta S_i\theta_i^2>0$ for $\theta\ne0$. Heating also cannot cool any node. Suppose $K\theta=f\ge0$ and the lowest $\theta_i$ were negative. Row $i$ would then contain $\eta S_i\theta_i<0$ plus conduction terms that are not positive, contradicting $f_i\ge0$. If $f_i>0$, the same argument excludes a lowest value of zero. Every lamp loads every cell and the surroundings are colder than $T_0$, so the mean gains $m_j=\sum_i w_iM_{ij}$ and the mean deficit $\bar c=\sum_i w_ic_i$ are positive.

## Why one nonnegative solve is enough

The mean condition is $m\cdot p=\bar c$. On this plane $c$ may be multiplied by $m\cdot p/\bar c=1$, which makes the weighted deviation homogeneous in $p$:

$$W^{1/2}\theta=Bp,\qquad B=W^{1/2}\left(M-\frac{c\,m^T}{\bar c}\right),\qquad V=|Bp|^2 ,$$

with $W=\mathrm{diag}(w_i)$ acting on the cells. Now minimise, over $x\ge0$ and for any $\mu>0$,

$$\Phi(x)=|Bx|^2+\mu(m\cdot x-\bar c)^2 .$$

Every nonzero $x\ge0$ has $m\cdot x>0$, so $x=tq$ with $t>0$ and $q$ on the mean plane. If $q$ has variance $V$, then $\Phi=t^2V+\mu\bar c^2(t-1)^2$. Setting the derivative with respect to $t$ to zero gives

$$t=\frac{\mu\bar c^2}{V+\mu\bar c^2},\qquad 1-t=\frac{V}{V+\mu\bar c^2},$$

and substitution gives

$$\Phi_{\min}=\frac{\mu^2\bar c^4V+\mu\bar c^2V^2}{(V+\mu\bar c^2)^2}=\frac{\mu\bar c^2V}{V+\mu\bar c^2}.$$

This increases with $V$ and lies below $\Phi(0)=\mu\bar c^2$. The best ray is therefore the ray of least variance, whatever $\mu$ is, and the powers follow by returning to the mean plane:

$$p=\frac{\bar c}{m\cdot x}\,x .$$

No limit of large penalty is needed. A minimiser exists because $m_j>0$ bounds the feasible set. It is unique when the columns of $B$ stacked on $m^T$ are linearly independent.

The solve itself can use an active-set method. Write $\Phi=|Ax-y|^2$, where $A$ stacks $B$ on $\sqrt\mu\,m^T$ and $y$ stacks zeros on $\sqrt\mu\,\bar c$.

1. Start with all zones off, $x=0$.
2. Compute $A^T(y-Ax)$. If no off zone has a positive entry, stop. Otherwise light the zone with the largest entry.
3. Solve ordinary least squares on the lit zones. If all results are positive, accept them and return to step 2.
4. Otherwise move from the old $x$ towards the new one until the first power reaches zero, switch that zone off, and repeat step 3.

For independent columns each accepted solution lowers $\Phi$, so no lit set recurs and the method ends.

## How to recognise the optimum

At the optimum $p$, moving towards another feasible $q$ cannot lower the variance. Hence $2(Bp)\cdot B(q-p)\ge0$, or $(Bp)\cdot(Bq)\ge V$. Choosing $q$ with zone $j$ alone lit, at power $\bar c/m_j$, gives

$$(B^TBp)_j\ge\frac{V}{\bar c}m_j .$$

Multiplying the difference of the two sides by $p_j$ and summing gives $V-V=0$. Each term is nonnegative, so equality holds for every lit zone.

Conversely, powers on the mean plane that satisfy these inequalities are optimal. For any feasible $q$, multiplying by $q_j$ and summing gives $(Bp)\cdot(Bq)\ge V$. The Cauchy-Schwarz inequality then gives $|Bq|\sqrt V\ge V$, hence $|Bq|^2\ge V$.

For a dark zone, twice the difference of the two sides is the rate at which variance rises when that zone is lit and the lit zones restore the mean. The rate alone does not show how much the sign constraint costs. In the example below, the dark zones have rates of 0.03 to 0.04 K²/kW at lamp heights of both 80 and 120 mm, but the constraint raises the rms by 0.004 K at the first height and by 0.42 K at the second.

## What lamps can and cannot correct

Away from the rim, a load error $\delta q$ per unit area with radial wavenumber $\kappa$ obeys $kh\nabla^2\theta-2\eta\theta+\delta q=0$ with $\nabla^2\theta=-\kappa^2\theta$. Therefore

$$\theta=\frac{\delta q}{2\eta(1+\kappa^2\ell^2)},\qquad \ell=\sqrt{\frac{kh}{2\eta}} .$$

Errors much broader than $\ell$ are not smoothed by conduction, while much finer ones are suppressed.

The rim is a separate case. If the lamps balance the face losses, then $\theta=-C I_0(r/\ell)$, with $I_0$ and $I_1=I_0'$ modified Bessel functions. Heat conducted to the rim equals heat radiated there, $-k\theta'(R)=q_0+\eta\theta(R)$, with $q_0=e\sigma(T_0^4-T_{\rm ring}^4)$. Inserting the solution gives

$$\theta(R)=-\frac{q_0}{\eta+(k/\ell)\,I_1(R/\ell)/I_0(R/\ell)} .$$

The dip decays inward over about $\ell$. A lamp directly overhead gives an irradiance proportional to $(1+r^2/H^2)^{-2}$, which halves at $r=0.64H$. When this width greatly exceeds $\ell$, lamps that load only the faces cannot match the dip; light falling on the rim itself would instead act on $q_0$ directly. The guard ring, which sets $q_0$, is then the more direct remedy.

## A 300 mm wafer at 1273 K

The parameters are round values: $R=150$ mm, $h=0.775$ mm, $k_0=25$ W/(m K) with $k\propto T^{-1.2}$, $e=0.7$, walls at 350 K and guard ring at 1223 K. Six rings at radii 0, 36, 72, 108, 144 and 180 mm hang at $H=80$ mm. Engineering units suit this problem better than atomic units.

One face loses 103.6 kW/m² and $2\eta=655$ W/(m² K). A broad 1 percent load error thus costs $0.01\times2\times103\,600/655=3.2$ K. The decay length is $\ell=5.4$ mm. For a ripple with the 36 mm ring pitch, $\kappa\ell=2\pi\times5.4/36=0.95$, so conduction roughly halves it. The rim formula gives a dip of 3.19 K. The finite-volume solution differs from the Bessel profile by at most 0.012 K with 150 cells and 0.003 K with 300, as second-order convergence requires.

The optimal powers, from the centre outwards, are 0, 3.18, 4.03, 10.87, 1.49 and 39.49 kW, in total 59.05 kW. The mean condition can be checked from the gains:

$$11.511(3.177)+10.666(4.029)+8.900(10.869)+6.089(1.486)+3.287(39.488)=315.1\ \text{K},$$

which equals $\bar c$. The outer ring takes two thirds of the power, although only 22 percent of its emission lands on the wafer.

The rms nonuniformity is 0.297 K, and 0.299 K with 300 cells. Further refinement leaves it at 0.299 K and moves individual powers by about 0.005 kW from the values above. The deviation swings between about −0.29 and +0.52 K within 145 mm of the centre, with extremes that fall between the printed radii, and drops to −1.7 K at the rim itself. Least squares over all 63 nonempty sets of lit zones, each with the mean fixed, gave the same best nonnegative solution. Repeating the nonnegative solve with $\mu=0.01$ and $\mu=100$ changed no power by more than $2\times10^{-5}$ of the total.

Free signs would lower the rms to 0.293 K with 150 cells, or 0.295 K on a finer mesh. The certificate and the small size of the negative power together explain this small gain. Lighting the central lamp raises the variance at 0.0316 K²/kW. Along the line to the free solution the variance is quadratic and its slope falls to zero, so the gain is $\tfrac12\times0.0316\times0.139=0.0022$ K², equal to $0.2969^2-0.2932^2$.

Clipping does much worse because it adds 139 W at the centre without readjusting the shape of the other loads. Directly below the lamp this is $0.7\times139/(\pi\times0.08^2)=4.8$ kW/m², or about 7 K if conduction is neglected. Rescaling the remaining powers by 0.995 lowers the wafer broadly and cannot remove that local bump.

Changing the lamp height, with everything else held fixed and the powers reoptimised, gives the following values with 150 cells. Mesh refinement raises them by up to about 0.002 K, which can change the last digit:

| $H$ (mm) | zones off | rms, nonnegative (K) | rms, free (K) |
|---|---|---|---|
| 40 | 0 | 0.86 | 0.86 |
| 60 | 0 | 0.28 | 0.28 |
| 80 | 1 | 0.30 | 0.29 |
| 120 | 2 | 0.68 | 0.26 |

At 120 mm the free solution demands −94 kW from one zone, so its 0.26 K is only a lower bound; real lamps at this height reach 0.68 K in the model.

## How accurate the linear model is

The first neglected radiation term, relative to the linear one, is $6T_0^2\theta^2/(4T_0^3\theta)=1.5\,\theta/T_0$. At the optimum it is negligible: a solution with full $T^4$ loss and $k(T)$ differs from the linear one by at most 0.0008 K. Halving the departure of the absorbed load from the one that balances a uniform wafer reduced this error by a factor of 4.00, as a second-order error should.

Equal powers in all rings, scaled to the same linear mean, give a linear rms of 127 K. At a deviation of that size the neglected term is about 15 percent, and at the hottest point, 378 K above target in the linear model, it is about 45 percent. The number is therefore rough: the full nonlinear balance gives an rms of 117 K. If an optimum still deviates by tens of kelvin, inspect the lamp geometry and verify the powers with the nonlinear balance.

## Beside a real chamber

The thickness, conductivity and emissivity are roughly those of a bare silicon wafer in rapid thermal processing near 1000 °C. The black, cold walls are an idealisation, since chamber walls can be reflective. With a wall reflectivity of 0.5 and local return of the radiation, reoptimised powers total 29.9 kW and the rms becomes 0.33 K with 150 cells, or 0.34 K on a finer mesh. The shading of the rim matters as well. An unshaded rim would absorb about 35 kW/m² from the outer ring, against $q_0=15$ kW/m². With the lamp load on the rim added and $q_0$ unchanged, the powers above put the rim about 5.5 K above target; reoptimised powers light all six zones, give an rms near 0.15 K and leave the rim about 1 K hot. The dark central zone and the cold rim of the example thus depend on the shading. With the rim still shaded but facing surroundings at wall temperature instead of the hot guard ring, the reoptimised rms is 2.1 K and the rim lies 12.9 K below target with 150 cells, or 12.8 K on a finer mesh. Real wafers also carry films: a 1 percent higher emissivity of the back face inside 75 mm cools the centre by 1.6 K at fixed powers. A gas film of 5 W/(m² K) on one face over the same area, with gas at wall temperature, cools it by about 7 K. With lamps on one side, the drop through the thickness is about 3.2 K, mainly a common offset between the faces. The 0.3 K is thus a property of this model, and no forecast for a chamber.

Calibration sets a similar limit. A 1 percent error in the outer ring's power shifts the temperature by up to 2.0 K, of which 1.3 K is a change of the mean. If all powers are rescaled to restore the mean, the largest shift is 0.7 K and the rms nonuniformity rises from 0.30 to 0.55 K. Refining the optimisation below this level is useful only if the lamp powers are known correspondingly well.

The mean must come from a measurement. In the Wien regime a pyrometer at wavelength $\lambda$ sees $e\exp(-c_2/\lambda T)$, with $c_2$ the second radiation constant. If it assumes emissivity $e'$, it reports $T'$ with

$$\frac{c_2}{\lambda}\left(\frac1{T'}-\frac1T\right)=\ln\frac{e'}{e}\quad\Rightarrow\quad T'-T\approx-\frac{\lambda T^2}{c_2}\frac{e'-e}{e} .$$

At 950 nm, an assumed emissivity 1 percent too high makes the reading 1.07 K low; inverting Planck's law gives 1.06 K. A controller that holds the reading at target then runs the measured spot hotter by about that amount. The pyrometer sees one radius of one face, whereas $\theta$ is a mean through the thickness. Its set point is therefore $T_0$ plus the computed $\theta$ at that radius, corrected by half the drop through the thickness: about 1.6 K lower for the back face, or 1.6 K higher for the lamp side. Stray lamp light in the pyrometer is not included.

## Guidance

- Fix the area mean and keep the powers nonnegative in the fit itself. Do not clip afterwards.
- Take $\mu$ near 1 when $B$ and $m$ share units. In exact arithmetic other values change only the length of $x$, not the rescaled powers $p$. A very large $\mu$ brings no benefit and worsens the conditioning of the stacked matrix.
- Resolve $\ell$ with several cells; here 1 mm cells suffice.
- Compare the free and nonnegative rms values. A wide gap, as at 120 mm, shows that the lamp geometry is limiting. A narrow gap does not show the opposite: at 40 mm there is none, yet halving the ring pitch to 18 mm lowers the rms from 0.86 to about 0.12 K.
- If the residual is concentrated within a few $\ell$ of the rim, change the guard ring before adding broad lamp zones.

The numerical output gives the remaining gains, powers and profile values.

## Values computed for the example and the checks

```
wafer radius 150 mm, thickness 0.775 mm
target 1273 K, walls 350 K, guard ring 1223 K
conductivity at target 25 W/(m K), exponent -1.2
emissivity = absorptivity 0.7; cells 150
lamp ring radii (mm): 0 36 72 108 144 180
lamp height 80 mm
fraction of ring power landing on wafer: 0.779 0.762 0.707 0.591 0.405 0.219
loss of one face at target 103.6 kW/m2
linearised loss, both faces 655.1 W/(m2 K)
total loss at target 14.663 kW
thermal decay length 5.438 mm
rim dip if faces are balanced 3.189 K
rim dip mesh error, 150 and 300 cells 0.01232 0.00308 K
mean gain m (K/kW): 11.756 11.511 10.666 8.900 6.089 3.287
mean deficit c_mean 315.135 K
optimal powers (kW): 0.000 3.177 4.029 10.869 1.486 39.488
optimal total power 59.050 kW
sign-free powers (kW): -0.139 3.459 3.724 11.239 0.984 39.919
clipped, rescaled powers (kW): 0.000 3.442 3.705 11.181 0.979 39.713
equal power per ring 6.036 kW
rms nonuniformity, optimal 0.2969 K (300 cells 0.2985 K)
rms nonuniformity, sign-free 0.2932 K
rms nonuniformity, clipped 1.5469 K
rms nonuniformity, equal powers 127.1058 K (linear model)
variance slope for lighting each zone (K2/kW): 0.03164 0.00000 0.00000 0.00000 0.00000 0.00000
radius (mm), linear deviation (K), nonlinear deviation (K):
     0.5   -0.1791   -0.1791
    30.5    0.1420    0.1420
    60.5   -0.1700   -0.1700
    90.5    0.2124    0.2124
   120.5   -0.2709   -0.2709
   135.5    0.3942    0.3940
   145.5    0.0120    0.0113
   150.0   -1.7065   -1.7063
nonlinear rms 0.2970 K, mean offset -0.0001 K
largest linearisation error 0.00077 K
error ratio, full to half drive 4.000
height (mm), smallest sign-free power (kW), zones off, rms optimal, rms sign-free (K):
    40      0.265 0 0.8579 0.8579
    60      0.225 0 0.2847 0.2847
    80     -0.139 1 0.2969 0.2932
   120    -94.177 2 0.6826 0.2591
no guard ring: reoptimised rms 2.127 K, rim -12.87 K
wall reflectivity 0.5: rms 0.333 K, total power 29.89 kW
drop through thickness 3.23 K
gas film 5 W/(m2 K) on one face, r < 75 mm: centre -7.11 K
back emissivity +1 percent, r < 75 mm: centre -1.58 K
peak shift for 1 percent power error per zone (K): 0.00 1.15 0.69 1.15 0.11 1.96
pyrometer 950 nm, assumed emissivity 1 percent high: -1.064 K (Wien -1.070 K)
```
